# Stress Shift of an Oxide Transition from Strain and Latent Heat, part 2

An oxide changes on heating from an insulator L to a metal H. The question is how a load shifts the transition temperature \(T\) from its unloaded value \(T_0\).

The energy \(u\), entropy \(s\) and latent heat \(\Lambda\) are per unit volume of a reference state, here unloaded L at \(T_0\). The small strains \(\varepsilon_{ij}\) of both phases are measured from that state. The stress \(\sigma_{ij}\) is positive in tension, repeated indices are summed, and \(\Delta\) means H minus L at equal temperature and stress. At prescribed temperature and stress, the phase with the lower Gibbs density is favoured:

\[
g=u-Ts-\sigma_{ij}\varepsilon_{ij}.
\]

Balance, \(\Delta g=0\), with equal stress in both phases and negligible boundary energy, gives the Clausius–Clapeyron relation

\[
\boxed{\,dT=-\frac{T}{\Lambda}\,\Delta\varepsilon_{ij}\,d\sigma_{ij}\,}
\]

For a stress \(\sigma\) along a unit vector \(n\), with free sides,

\[
\frac{dT}{d\sigma}=-\frac{T}{\Lambda}\,n_i\,\Delta\varepsilon_{ij}\,n_j .
\]

For hydrostatic pressure \(P\),

\[
\frac{dT}{dP}=+\frac{T}{\Lambda}\left(\Delta\varepsilon_{11}+\Delta\varepsilon_{22}+\Delta\varepsilon_{33}\right).
\]

For a load tilted by \(\varphi\) from axis \(c\) towards a perpendicular axis \(a\), with strain jumps \(\Delta\varepsilon_c\) and \(\Delta\varepsilon_a\) of opposite sign and no shear, the slope vanishes at

\[
\tan^2\varphi=-\frac{\Delta\varepsilon_c}{\Delta\varepsilon_a}.
\]

The rigid bar mentioned below has phases of fixed length and constant \(\Delta u\) and \(\Delta s\), with

\[
\Delta u-T_0\,\Delta s=0 .
\]

Further symbols are \(\Lambda_0=T_0\Delta s\), \(y=\Delta\varepsilon\,\sigma/\Lambda_0\), the shift \(\theta=T-T_0\) with parts \(\theta_1\) and \(\theta_2\) of first and second order in \(\sigma\), heat capacity \(c\) (also the name of an axis), expansion coefficient \(\alpha\), compliance \(S\), ambient temperature \(T_{\mathrm{amb}}\), Young modulus \(E\), total strain \(e\), fraction \(x\) of H, free energy \(f=u-Ts\), and initial and final stresses \(\sigma_i\) and \(\sigma_f\).

The example uses \(T_0=340\) K, a latent heat of 240 J/cm³, and strain jumps of −1.0 %, +0.6 % and +0.5 % along \(c\), \(a\) and \(b\); 1 GPa equals 1000 J/cm³.

## Finite loads, a switching element and clamping

The first half compared a low-temperature insulator L with a high-temperature metal H. The symbol \(\Delta\) means H minus L at equal temperature and stress, \(\sigma\) is positive in tension, and \(\Lambda=T\Delta s\) is the heat absorbed per unit reference volume on heating. For a single stress component with strain jump \(\Delta\varepsilon\), the transition line obeys

\[
\frac{dT}{d\sigma}=-\frac{\Delta\varepsilon}{\Delta s}=-\frac{T\,\Delta\varepsilon}{\Lambda},
\]

and the unloaded transition lies at \(T_0\). The line itself is the condition \(\Delta g=0\), with \(d(\Delta g)=-\Delta s\,dT-\Delta\varepsilon\,d\sigma\).

A slope gives a shift after integration, and this requires knowing how the jumps vary along the line. If \(\Delta\varepsilon\) and \(\Delta s\) are constant, the line is straight:

\[
T=T_0-\frac{\Delta\varepsilon}{\Delta s}\sigma
=T_0\left(1-\frac{\Delta\varepsilon\,\sigma}{\Lambda_0}\right),
\qquad \Lambda_0=T_0\Delta s .
\]

If \(\Delta\varepsilon\) and \(\Lambda\) are constant instead, the equation separates into \(dT/T=-(\Delta\varepsilon/\Lambda)\,d\sigma\). Integrating from \(T_0\) at zero stress gives

\[
T=T_0\exp\left(-\frac{\Delta\varepsilon\,\sigma}{\Lambda}\right).
\]

With \(y=\Delta\varepsilon\,\sigma/\Lambda_0\), the exponential is \(1-y+y^2/2-\dots\), so the two laws agree to first order and differ by about \(T_0y^2/2\). They are two different assumptions about the material, and which is nearer the truth depends on how the heat capacities, expansion coefficients and elastic constants differ between the phases.

The second-order term can be found without choosing either assumption. Write \(T=T_0+\theta\) and expand \(\Delta g\) in \(\theta\) and \(\sigma\). The first derivatives are \(-\Delta s\) and \(-\Delta\varepsilon\), taken at \(T_0\) and zero stress. The second derivatives follow from how these jumps change. The heat capacity at fixed stress is \(c=T\,\partial s/\partial T\), so \(\partial\Delta s/\partial T=\Delta c/T_0\). The expansion coefficient along the load is \(\alpha=\partial\varepsilon/\partial T\), and the compliance is \(S=\partial\varepsilon/\partial\sigma\) at fixed temperature. Up to second order,

\[
-\Delta g=\Delta s\,\theta+\Delta\varepsilon\,\sigma
+\frac{\Delta c}{2T_0}\theta^2+\Delta\alpha\,\theta\sigma+\frac{\Delta S}{2}\sigma^2=0 .
\]

The mixed term has no factor one half because it occurs twice in the Taylor series. Now set \(\theta=\theta_1+\theta_2\), where \(\theta_1\) is proportional to \(\sigma\) and \(\theta_2\) to \(\sigma^2\). The terms linear in \(\sigma\) give

\[
\theta_1=-\frac{\Delta\varepsilon}{\Delta s}\sigma .
\]

In the quadratic terms, \(\theta\) may be replaced by \(\theta_1\), since the error is of third order. Collecting everything proportional to \(\sigma^2\) then gives

\[
\theta_2=-\frac{1}{\Delta s}\left[\frac{\Delta c}{2T_0}\theta_1^2+\Delta\alpha\,\theta_1\sigma+\frac{\Delta S}{2}\sigma^2\right].
\]

If the load is applied along a direction of unchanged length, \(\theta_1=0\), and the compliance term is the leading shift. It has the same sign for tension and compression. A metal softer than the insulator, \(\Delta S>0\), is then favoured by either load, because it stores more elastic strain and so receives more work.

For an example, consider a small two-terminal element whose oxide switches between an insulating and a metallic state when it is heated by current. The parameters are rough, rounded values in the regime of vanadium dioxide: \(T_0=340\) K, a latent heat of 240 J/cm³, and strain jumps of −1.0 % along the rutile \(c\) axis and +0.6 % and +0.5 % along two perpendicular axes, called \(a\) and \(b\). Shear is neglected. The entropy jump is \(240/340=0.706\) J/(cm³ K).

Let the oxide be compressed along \(c\) by 1 GPa, with its sides free, so that \(\sigma=-1\) GPa. A stress is an energy per volume, and 1 GPa equals 1000 J/cm³. The work done by the load when the oxide becomes metallic is

\[
\sigma\,\Delta\varepsilon=(-1000)(-0.010)\ \text{J/cm}^3=+10\ \text{J/cm}^3 .
\]

This is 1/24 of the latent heat. The transition temperature falls by the same fraction, \(340/24=14.2\) K, to 325.8 K. The slope along \(c\) is accordingly +14.2 K/GPa. With the strain jumps of the other axes in place of −1.0 %, the slopes are −8.5 K/GPa along \(a\) and −7.1 K/GPa along \(b\). Compression along either of these axes raises the transition temperature. The two different slopes belong to a crystal whose insulating phase keeps one fixed orientation. In the metal, \(a\) and \(b\) are equivalent by symmetry, so the insulator can form in several orientations, called variants, and a load favours the one of lowest \(g\). If the variant is free to adjust, either axis gives a rise of 8.5 K for 1 GPa of compression and a fall of 7.1 K for 1 GPa of tension.

The volume change is \(-1.0+0.6+0.5=+0.1\) %, so hydrostatic pressure raises the transition temperature by 1.4 K/GPa, a tenth of the effect of stress along \(c\). This small number is the least secure of the four. An error of 0.1 percentage points in any one of the strains would either double it or cancel it, while the same error in the strain along \(c\) changes the slope along \(c\) by only a tenth. Thermal expansion can cause an error of this size if the strains are taken from crystals at two different temperatures. With an expansion coefficient of \(10^{-5}\) K⁻¹ along each axis, an interval of 40 K adds \(3\times40\times10^{-5}=0.12\) % to the volume, as much as the jump itself. These rounded strains therefore do not fix even the sign of the pressure slope.

The direction of vanishing slope lies at \(\tan^2\varphi=1.0/0.6\), or \(\varphi=52^\circ\) from \(c\) towards \(a\). Within this shear-free model, an element loaded along this direction would have a transition temperature insensitive to small stresses in that direction, though in general not to stresses in others. The angle is sensitive to the neglected shear: a strain jump \(\Delta\varepsilon_{ca}\) of 0.3 % (the tensor component, an engineering shear of 0.6 %) would move it by about 10°, one way or the other depending on its sign. The low-temperature phase of vanadium dioxide is monoclinic, so its transition does involve a shear in one plane containing \(c\), and for a load in that plane the full strain tensor is needed. A neutral direction also presupposes a single variant of the insulator. Variants with either sign of the shear are possible, and if the load can select between them, a shear of 0.3 % makes the transition temperature at 52° rise by about 4 K per gigapascal under tension and under compression alike.

What the shift means for switching can be seen from a simple heat balance. If heat leaves the oxide at a rate proportional to its temperature above ambient, the steady power needed to reach the transition is proportional to \(T-T_{\mathrm{amb}}\). At an ambient temperature of 300 K, the ratio of the powers with and without the load is \((325.8-300)/(340-300)=0.65\). This comparison holds the thermal conductance and the ambient temperature fixed, assumes that heating alone drives the switch, and ignores hysteresis. The saving has a price: the range of ambient temperature in which the unpowered element is insulating shrinks by the same 14 K.

To bring the transition down to 300 K, the straight line asks for \(-40/14.17=-2.8\) GPa along \(c\). With a Young modulus of 140 GPa, the elastic strain would be −2.0 %, a severe demand on a brittle oxide. In the other direction, if the insulator is to be the stable phase up to 358 K, the transition must be raised by at least 18 K, which corresponds to a tension of \(18/14.17=1.3\) GPa along \(c\). The two-phase model is doubtful for that case, for a reason given below.

The quadratic terms tell how far the straight line can be trusted. They require differences between the phases that are less well known than the strains, so rough values are assumed: 0.30 J/(cm³ K) for the heat capacity, \(10^{-5}\) K⁻¹ for the expansion coefficient, and 10 % of the inverse Young modulus for the compliance. For the load of 1 GPa, the magnitudes of the three contributions are

\[
\frac{0.30\times14.17^2}{2\times340\times0.7059}\ \text{K}=0.13\ \text{K},
\qquad
\frac{10^{-5}\times14.17\times1000}{0.7059}\ \text{K}=0.20\ \text{K},
\]

\[
\frac{0.10}{140}\times\frac{1000}{2\times0.7059}\ \text{K}=0.51\ \text{K}.
\]

In the last expression, the compliance difference times one factor of the stress is the pure number 0.10/140, and the other factor of the stress is written as 1000 J/cm³. If all three had the same sign, they would add to 0.83 K, or 6 % of the shift. For comparison, the exponential law gives 326.1 K, which is 0.3 K above the straight line. At 2.8 GPa the quadratic terms are about eight times larger, near 7 K out of 40 K, so the stress quoted for a transition at 300 K is an extrapolation: depending on the signs of the three assumed differences, the compression needed lies between about 2.4 and 3.5 GPa.

There is also a question of what is meant by stress. Under a fixed force, the cross-section perpendicular to \(c\) grows by \(0.6+0.5=1.1\) % when the oxide becomes metallic. The force per actual area therefore differs between the phases by 1.1 %, which corresponds to 0.16 K in the shift. For one axis, the ambiguity is removed by dividing the force by the reference area, because force times displacement per reference volume is then equal to stress times strain without approximation.

Hysteresis is a larger matter. The relation gives the temperature at which the phases are in balance, whereas a real oxide switches above it on heating and below it on cooling. Assume a full width of 10 K between the two. If both edges move parallel to the balance line, a stress cycle at constant temperature must span \(10/14.17=0.71\) GPa to switch the oxide there and back. A load of 1 GPa thus moves the loop by somewhat more than its own width. The parallel motion is an assumption, since the edges depend on how the new phase nucleates and how its boundary moves, and neither enters the balance of \(g\).

A further restriction for a device is the way it is held. The derivation fixes the stress, but an oxide between stiff supports has a fixed length. As it transforms, its own strain changes the stress, and the transition temperature moves while the transition is under way. Take a bar with free sides, divided along its length into H with fraction \(x\) and L with fraction \(1-x\). Let both phases have the same Young modulus \(E\), and neglect thermal expansion and the energy of the boundaries. The force is the same in every cross-section, so both parts have the stress \(\sigma\) and the elastic strain \(\sigma/E\). If \(e\) is the total strain relative to unloaded L, then

\[
e=\frac{\sigma}{E}+x\,\Delta\varepsilon,
\qquad\text{so}\qquad
\sigma(x)=E\,(e-x\,\Delta\varepsilon).
\]

With fixed length the supports do no work, and the quantity to be minimized is the free energy \(f=u-Ts\). It consists of the elastic energy \(\sigma^2/2E\) and, for the transformed fraction, the free-energy difference of the unloaded phases. With a constant entropy jump, the latter is \(-\Delta s\,(T-T_0)\), as in the rigid bar. Hence, measured from unloaded L,

\[
f(x)=\frac{E}{2}(e-x\,\Delta\varepsilon)^2-x\,\Delta s\,(T-T_0).
\]

Setting the derivative with respect to \(x\) to zero gives

\[
-E\,\Delta\varepsilon\,(e-x\,\Delta\varepsilon)-\Delta s\,(T-T_0)=0,
\]

or

\[
T=T_0-\frac{\Delta\varepsilon}{\Delta s}\,\sigma(x).
\]

The second derivative is \(E\,\Delta\varepsilon^2>0\), so this is a minimum. At every stage, the clamped bar sits on the same transition line as the freely loaded one, but at its momentary stress. Let \(\sigma_i=Ee\) be the stress before the transition. Inserting \(\sigma(x)=\sigma_i-xE\Delta\varepsilon\) gives

\[
T(x)=T_0-\frac{\Delta\varepsilon}{\Delta s}\,\sigma_i+x\,\frac{E\,\Delta\varepsilon^2}{\Delta s}.
\]

The last term is positive for either sign of \(\Delta\varepsilon\): the part that has transformed loads the rest so as to hinder it. The sharp transition is spread over the interval \(E\Delta\varepsilon^2/\Delta s\).

For the example, let the oxide be compressed to −1 GPa as an insulator and then held at that length, an elastic strain of −0.71 %. The transformation would shorten it by 1.0 %, so the final stress is \(-1.0+140\times0.010=+0.4\) GPa, a tension. The transition begins at 326 K, as under the fixed load. Since \(E\Delta\varepsilon^2=140000\times10^{-4}=14\) J/cm³, it spreads over \(14/0.7059=20\) K and ends at 346 K, above the unloaded transition temperature. This spread exceeds the shift that the load was meant to produce.

A very short bar may find it too costly to form a boundary and may switch as a whole. The balance is then between \(x=0\) and \(x=1\). Equating \(f(0)=f(1)\) gives

\[
\Delta s\,(T-T_0)=\frac{E}{2}\left[(e-\Delta\varepsilon)^2-e^2\right]
=-\frac{\Delta\varepsilon}{2}\left(2Ee-E\Delta\varepsilon\right).
\]

The initial stress is \(\sigma_i=Ee\) and the final one is \(\sigma_f=E(e-\Delta\varepsilon)\), so the last bracket is their sum, and

\[
T=T_0-\frac{\Delta\varepsilon}{\Delta s}\,\frac{\sigma_i+\sigma_f}{2}.
\]

The mean stress takes the place of the fixed stress. In the example it is −0.3 GPa, and the balance lies at \(340-0.3\times14.17=336\) K. At this temperature a half-transformed bar without boundary energy would be lower in free energy by \(E\Delta\varepsilon^2/8=1.75\) J/cm³, because \(f\) is a parabola in \(x\) with second derivative \(E\Delta\varepsilon^2\) and equal values at its two ends. Switching as a whole is thus the state of lower energy if the boundary energy per volume of the bar exceeds this amount.

Set beside real vanadium dioxide, the transition temperature, the latent heat and the shortening along \(c\) are of the right size, and the calculated slope agrees with the known rough size of the effect, about ten kelvin per gigapascal along \(c\). A stress of 1 GPa is high for a bulk crystal, which tends to crack, but it is within reach of thin films strained by their substrate and of very small beams. Two assumptions are broken in practice. Films are held by their substrate, which in the bar model moves the end of the transition by 20 K; a real film is held in two directions and may form domains, so this number indicates the size of the effect and is not a prediction for a film. In addition, tension along \(c\) can stabilize a second insulating phase with its own strain and latent heat. The line between L and H then no longer describes the full sequence of phases. This is why the example uses compression, and why the tension of 1.3 GPa found for operation at 358 K, as well as the last part of the clamped transition, where the stress has turned tensile, should be read as results of the two-phase model.
